# From the BCS State to the Antisymmetrized Geminal Power

## A paired state with an uncertain particle number

A small metallic grain or an isolated molecule holds a definite number of electrons. The BCS state, which describes pairing by a simple product over levels, does not: it superposes states with different numbers of pairs. Whenever some levels are only partly filled, quantities computed from the product therefore mix systems of different size; in the six-level example below, only about half of the state has the intended particle number. The question is which state remains when the part with the correct number is kept, and whether its norm and occupations can still be computed simply.

Take \(M\) paired levels. Level \(k\) consists of two orthonormal spin-orbitals \(k\) and \(\bar k\), for instance one spatial orbital with spin up and spin down. The pair operator is

\[
P_k^\dagger=a_k^\dagger a_{\bar k}^\dagger ,\qquad P_k=a_{\bar k}a_k .
\]

The BCS state is

\[
|\mathrm{BCS}\rangle=\prod_{k=1}^{M}(u_k+v_kP_k^\dagger)|0\rangle ,\qquad u_k^2+|v_k|^2=1,
\]

with \(u_k\) real and \(v_k\) complex. For now \(u_k>0\). Every level is either empty or holds a full pair. The number of singly occupied levels, called the seniority, is therefore zero.

Define

\[
g_k=\frac{v_k}{u_k},\qquad x_k=|g_k|^2,\qquad \Gamma^\dagger=\sum_k g_kP_k^\dagger .
\]

The elementary symmetric polynomial \(e_n\) is the sum of all products of \(n\) different \(x_k\), with \(e_0=1\). The same polynomial with level \(k\) left out is written \(e_n^{(k)}\). For \(N=2n\) particles, \(0\le n\le M\), the result is

\[
\Pi_N|\mathrm{BCS}\rangle=\Big(\prod_k u_k\Big)\frac{(\Gamma^\dagger)^n}{n!}|0\rangle, \tag{1}
\]
\[
\langle0|\Gamma^n(\Gamma^\dagger)^n|0\rangle=(n!)^2e_n, \tag{2}
\]
\[
n_k=\frac{x_k\,e_{n-1}^{(k)}}{e_n}. \tag{3}
\]

Here \(\Pi_N\) projects onto \(N\) particles, and \(n_k\) is the occupation of spin-orbital \(k\) in the normalized projected state. Its partner has the same occupation, so the level holds \(2n_k\) particles. For \(n=0\), \(e_{-1}^{(k)}=0\). Equation (3) needs \(e_n>0\), that is, at least \(n\) nonzero coefficients \(g_k\).

## First derivation: rotating the phase

**The exponential form.** Moving a pair of creation operators past another pair takes four exchanges, each with a minus sign, so the \(P_k^\dagger\) commute. A spin-orbital cannot be filled twice, so \((P_k^\dagger)^2=0\), and the exponential series of one pair operator stops after its linear term:

\[
e^{g_kP_k^\dagger}=1+g_kP_k^\dagger,\qquad
u_k+v_kP_k^\dagger=u_ke^{g_kP_k^\dagger}.
\]

Exponentials of commuting operators multiply by adding their exponents. Hence

\[
|\mathrm{BCS}\rangle=\Big(\prod_ku_k\Big)e^{\Gamma^\dagger}|0\rangle .
\]

**The projector.** Let \(\hat N\) be the particle-number operator. On a state with \(N'\) particles,

\[
\Pi_N=\frac1{2\pi}\int_0^{2\pi}d\varphi\;e^{i\varphi(\hat N-N)}
\]

gives one if \(N'=N\), and zero otherwise, because a nonzero integer frequency integrates to zero over a full turn. Since \(\Gamma^\dagger\) adds two particles,

\[
e^{i\varphi\hat N}\Gamma^\dagger e^{-i\varphi\hat N}=e^{2i\varphi}\Gamma^\dagger,
\qquad e^{i\varphi\hat N}|0\rangle=|0\rangle .
\]

The rotation thus replaces each \(v_k\) by \(v_ke^{2i\varphi}\). Expanding the exponential gives

\[
\Pi_N|\mathrm{BCS}\rangle=\Big(\prod_ku_k\Big)\sum_{m=0}^{M}
\left[\frac1{2\pi}\int_0^{2\pi}d\varphi\,e^{2i\varphi(m-n)}\right]
\frac{(\Gamma^\dagger)^m}{m!}|0\rangle .
\]

The bracket is \(\delta_{mn}\), which proves (1). The sum ends at \(M\) because more than \(M\) pairs cannot be placed.

The integral can be replaced by a finite sum over \(\varphi_j=\pi j/(M+1)\), \(j=0,\dots,M\). The average of \(e^{2\pi ij(m-n)/(M+1)}\) over \(j\) is a geometric sum. It vanishes unless \(m-n\) is a multiple of \(M+1\), and since \(|m-n|\le M\), the one such multiple is zero.

**The norm.** Introduce a number \(z\) that counts pairs and consider

\[
G(z)=\langle0|e^{\Gamma}e^{z\Gamma^\dagger}|0\rangle .
\]

Operators of different levels commute here, so each level can be treated separately. For one level,

\[
(1+g_k^*P_k)(1+zg_kP_k^\dagger)|0\rangle
=(1+zx_k)|0\rangle+zg_kP_k^\dagger|0\rangle ,
\]

where \(P_kP_k^\dagger|0\rangle=|0\rangle\) and \(P_k|0\rangle=0\) were used. The last term leaves a pair in level \(k\) that no other factor removes, so its overlap with the vacuum is zero. Therefore

\[
G(z)=\prod_k(1+zx_k)=\sum_{n=0}^{M}e_nz^n .
\]

The second equality holds because a term in \(z^n\) arises by taking \(zx_k\) from \(n\) of the factors and one from the others. Expanding the two exponentials instead, and dropping overlaps between different particle numbers, gives

\[
G(z)=\sum_n\frac{z^n}{(n!)^2}\langle0|\Gamma^n(\Gamma^\dagger)^n|0\rangle .
\]

Equal powers of \(z\) have equal coefficients, which is (2).

**The occupations.** Insert \(\hat n_k=a_k^\dagger a_k\) between the exponentials. It removes the empty component of level \(k\) and keeps the pair, so the factor \(1+zx_k\) becomes \(zx_k\):

\[
\langle0|e^\Gamma\hat n_ke^{z\Gamma^\dagger}|0\rangle
=zx_k\prod_{l\ne k}(1+zx_l).
\]

The coefficient of \(z^n\) is \(x_ke_{n-1}^{(k)}\). The corresponding coefficient of the norm is \(e_n\), and the factors \((n!)^2\) cancel in the ratio. This gives (3).

## Second derivation: counting filled levels

**The projection.** Let \(S\) be a set of levels and \(|S\rangle=\prod_{k\in S}P_k^\dagger|0\rangle\). The order of the factors does not matter, and states with different \(S\) are orthonormal. Multiplying out the BCS product means choosing \(v_kP_k^\dagger\) for the levels in \(S\) and \(u_k\) for the rest:

\[
|\mathrm{BCS}\rangle=\sum_S\Big(\prod_{k\notin S}u_k\Big)
\Big(\prod_{k\in S}v_k\Big)|S\rangle .
\]

Projection keeps the sets with \(|S|=n\). If every \(u_k\) is nonzero, write \(v_k=u_kg_k\) to obtain

\[
\Pi_N|\mathrm{BCS}\rangle=\Big(\prod_ku_k\Big)
\sum_{|S|=n}\Big(\prod_{k\in S}g_k\Big)|S\rangle .
\]

Now multiply out \((\Gamma^\dagger)^n|0\rangle\). Terms with a repeated level vanish. A set of \(n\) different levels appears once for each ordering, that is, \(n!\) times:

\[
(\Gamma^\dagger)^n|0\rangle=n!\sum_{|S|=n}\Big(\prod_{k\in S}g_k\Big)|S\rangle . \tag{4}
\]

Division by \(n!\) reproduces (1).

**Norm and occupations.** The squared norm of (4) is the sum of the squared moduli of its coefficients, \((n!)^2\sum_{|S|=n}\prod_{k\in S}x_k=(n!)^2e_n\). In the normalized state the set \(S\) therefore has probability \(\prod_{k\in S}x_k/e_n\). The occupation \(n_k\) is the total probability of the sets containing \(k\). Each has a factor \(x_k\) and \(n-1\) further levels chosen from the others, which gives (3) again. Every set contains \(n\) levels, so \(\sum_kn_k=n\).

**Two levels.** The same counting gives quantities that involve \(k\ne l\). Let \(A_m\) be \(e_m\) with both levels left out. The operator \(P_k^\dagger P_l\) moves a pair from \(l\) to \(k\). It connects sets that share \(n-1\) other levels, so

\[
\langle P_k^\dagger P_l\rangle=g_k^*g_l\frac{A_{n-1}}{e_n}. \tag{5}
\]

The probability that both levels are filled is

\[
D_{kl}=x_kx_l\frac{A_{n-2}}{e_n}. \tag{6}
\]

If \(k\) is filled, \(n-1\) of the other levels are filled as well, so \(\sum_{l\ne k}D_{kl}=(n-1)n_k\). Subtracting \(\sum_{l\ne k}n_kn_l=n_k(n-n_k)\) gives

\[
\sum_{l\ne k}(D_{kl}-n_kn_l)=-n_k(1-n_k). \tag{7}
\]

A fixed number thus forces correlations between levels whenever \(0<n_k<1\): an extra pair in one level must be missing elsewhere. In the BCS product the levels are independent, and each covariance \(D_{kl}-n_kn_l\) is zero.

**Why the state is called a geminal power.** A geminal is a two-particle wave function. The state \(\Gamma^\dagger|0\rangle\) has the wave function

\[
\phi(1,2)=\sum_k\frac{g_k}{\sqrt2}\,[k(1)\bar k(2)-\bar k(1)k(2)] .
\]

Let \(F_{k\bar k}=g_k=-F_{\bar kk}\), with all other elements zero. Then \(\Gamma^\dagger=\tfrac12\sum_{pq}F_{pq}a_p^\dagger a_q^\dagger\) and \(\phi(1,2)=\tfrac1{\sqrt2}\sum_{pq}F_{pq}\,p(1)q(2)\). A string of \(N\) creation operators on the vacuum is a normalized determinant, equal to \(\sqrt{N!}\,\mathcal A\) acting on the orbital product. Here \(\mathcal A\) is the average over permutations with their signs. The \(n\) operators supply \(2^{-n}\), and replacing the \(n\) sums over \(F\) by geminals supplies \(2^{n/2}\). Thus

\[
(\Gamma^\dagger)^n|0\rangle\;\leftrightarrow\;
2^{-n/2}\sqrt{N!}\;\mathcal A\,[\phi(1,2)\phi(3,4)\cdots\phi(N-1,N)] .
\]

All pairs occupy the same geminal, and antisymmetrization enforces the Pauli principle between them.

## What each derivation assumes

Both derivations are kinematic. Neither uses a Hamiltonian, a gap equation or a large particle number, and neither shows that the projected state minimizes an energy.

The phase rotation assumes \(u_k\ne0\), since otherwise the exponential form does not exist. Its projection step needs little else: \(\Gamma^\dagger\) must add two particles. It would select the same power of \(\Gamma^\dagger\) for a general antisymmetric matrix \(F\). The norm and occupations were derived level by level, which uses the canonical form assumed at the start, where each spin-orbital has a single partner. This is a choice of basis rather than a restriction: a unitary change of spin-orbitals brings any antisymmetric \(F\) to this form. The \(x_k\) are then the eigenvalues of \(F^\dagger F\), whose nonzero values come in equal pairs and are taken once per pair, and (2) and (3) hold in that basis.

The counting argument uses the canonical form from its first line, since it labels configurations by sets of filled levels. In return it permits \(u_k=0\). Suppose this holds for level \(c\) alone. Sets without \(c\) then have zero amplitude, and for \(n\ge1\)

\[
\Pi_N|\mathrm{BCS}\rangle=v_cP_c^\dagger\Big(\prod_{k\ne c}u_k\Big)
\frac{(\Gamma'^\dagger)^{n-1}}{(n-1)!}|0\rangle ,
\]

where \(\Gamma'^\dagger\) omits level \(c\). The pair in \(c\) is a filled core, and the geminal power describes the other \(n-1\) pairs. The part with \(n=0\) vanishes.

Neither derivation covers an unpaired particle as it stands. If one sits in spin-orbital \(b\), the operator \(a_b^\dagger\) replaces the factor of that level. The level can no longer accept a pair, and the formulas apply to the remaining levels with \(N-1\) particles.

## Number distribution and limits

By (1) and (2), the probability of finding \(n\) pairs in the BCS state is

\[
p_n=\Big(\prod_ku_k^2\Big)e_n .
\]

These probabilities add up to one because \(\sum_ne_n=\prod_k(1+x_k)\) and \(1+x_k=1/u_k^2\). Since \(\hat n_k\) does not change the particle number, the BCS occupation is the average of the projected ones:

\[
|v_k|^2=\sum_np_n\,n_k(n). \tag{8}
\]

The sectors with \(p_n=0\) are left out of this sum.

Multiplying all \(g_k\) by a common nonzero factor \(\lambda\) multiplies \((\Gamma^\dagger)^n|0\rangle\) by \(\lambda^n\). The normalized projected state is unchanged up to a phase, whereas \(p_n\) becomes proportional to \(|\lambda|^{2n}e_n\). A whole family of BCS states with different mean numbers therefore has the same \(N\)-particle part, apart from its weight.

Two limits show the range of the state. If all \(x_k\) are equal and nonzero, no level is preferred and \(n_k=n/M\). If \(n\) of the coefficients are much larger than the others, the set of these \(n\) levels dominates (4), and the state approaches a single determinant. How much larger depends on the number of levels: there are \(n(M-n)\) ways to move one pair out of this set, so the ratio of small to large \(x_k\) must be small compared with \(1/[n(M-n)]\). With two values of \(|g_k|\) in the ratio 100, the determinant has weight 0.999 for \(M=6\), \(n=3\), but only 0.09 for \(M=400\), \(n=200\).

For numerical work the polynomials are built by adding one level at a time. A product of \(n\) factors either omits the new level \(m\) or contains it, so

\[
e_n(x_1,\dots,x_m)=e_n(x_1,\dots,x_{m-1})+x_me_{n-1}(x_1,\dots,x_{m-1}).
\]

All terms are nonnegative, so no cancellation occurs.

## Six levels and three pairs

Consider a model with six levels at \(\xi_k=-2.5,-1.5,\dots,2.5\), measured from the chemical potential in units of the level spacing. The gap parameter is chosen as \(\Delta=1\) in the same unit, and

\[
v_k^2=\frac12\left(1-\frac{\xi_k}{E_k}\right),\qquad E_k=\sqrt{\xi_k^2+\Delta^2},
\]

with \(v_k\ge0\). Using \((E_k-\xi_k)(E_k+\xi_k)=\Delta^2\),

\[
g_k=\sqrt{\frac{E_k-\xi_k}{E_k+\xi_k}}=\frac{E_k-\xi_k}{\Delta}.
\]

Levels at \(\pm\xi\) have reciprocal coefficients. For \(\Delta=1\) their squares add up to \((E-\xi)^2+(E+\xi)^2=4\xi^2+2\), which is 27, 11 and 3 for the three pairs of levels. The generating function is therefore

\[
(1+27z+z^2)(1+11z+z^2)(1+3z+z^2).
\]

This explains the integers in the numerical output. The coefficient of \(z^3\) is

\[
e_3=27\cdot11\cdot3+2(27+11+3)=973 .
\]

At \(z=1\) the product is \(29\cdot13\cdot5=1885\), so \(\prod_ku_k^2=1/1885\) and \(p_3=973/1885=0.516\). Barely half of the BCS state has the intended six particles. Two pairs and four pairs each have probability \(414/1885=0.220\). The mean is six particles and the standard deviation is 1.58 particles.

For level 3, just below the chemical potential, \(x_3=2.618\). Leaving out levels 3 and 4 gives \((1+27z+z^2)(1+11z+z^2)\), so \(A_1=38\) and \(A_2=297+2=299\). Restoring level 4, with \(x_4=0.382\),

\[
e_2^{(3)}=A_2+x_4A_1=299+0.382\cdot38=313.5,
\]
\[
n_3=\frac{2.618\cdot313.5}{973}=0.844 .
\]

The BCS value is \(v_3^2=0.724\). For level 4 the occupation falls from 0.276 to 0.156. In this example projection makes the step at the chemical potential sharper.

Equation (8) shows where the difference comes from. With two pairs, \(n_3=2.618\,(38+0.382)/414=0.243\). With four pairs, \(A_3=38\) and \(n_3=2.618\,(38+0.382\cdot299)/414=0.963\). The mean of these two equally probable sectors is 0.603, well below 0.844. The BCS occupation is lowered by the systems with too few pairs, chiefly those with two, which shift it by \(0.220\,(0.243-0.844)=-0.132\). The systems with too many pairs raise it, but by much less: \(0.220\,(0.963-0.844)=+0.026\) for four pairs.

Pair transfer between levels 3 and 4 is raised by projection. Since \(g_3g_4=1\), (5) gives \(299/973=0.307\), compared with \(u_3v_3u_4v_4=0.200\) in the BCS state. In the sectors with two and four pairs the value is \(38/414=0.092\), so the average over sectors is again lower. A sharper occupation step thus does not mean weaker pair transfer between these two levels. This does not hold for every choice of levels: in this example projection raises the transfer between levels on opposite sides of the chemical potential and lowers it between levels on the same side, to 0.48 of the BCS value for levels 1 and 2.

The probability that both levels are filled drops from 0.200 to \(D_{34}=38/973=0.039\). Independent levels with the projected occupations would give \(0.844\cdot0.156=0.132\), so the covariance is \(-0.093\). By (7), the covariances of level 3 with all five other levels add up to \(-0.132\). Level 4 supplies about 70 percent of this sum. Directly, the probability that level 4 is filled when level 3 is empty is \((n_4-D_{34})/(1-n_3)=(0.156-0.039)/0.156=0.75\): when level 3 is empty, level 4, just across the chemical potential, is filled three times out of four, against 0.19 and 0.08 for levels 5 and 6.

## Computed results

```
levels M = 6, pairs n = 3, gap parameter = 1.0 spacing
level: xi (spacing), BCS v^2, g, x (last three dimensionless)
  1: -2.5  0.964238  5.192582  26.962912
  2: -1.5  0.916025  3.302776  10.908327
  3: -0.5  0.723607  1.618034  2.618034
  4: +0.5  0.276393  0.618034  0.381966
  5: +1.5  0.083975  0.302776  0.091673
  6: +2.5  0.035762  0.192582  0.037088
product of u_k^2 = 0.00053050 (dimensionless)
pairs m: e_m, probability p_m in BCS state (dimensionless)
  0: 1.000000  0.000531
  1: 41.000000  0.021751
  2: 414.000000  0.219629
  3: 973.000000  0.516180
  4: 414.000000  0.219629
  5: 41.000000  0.021751
  6: 1.000000  0.000531
BCS mean particle number = 6.000000 particles
BCS particle-number variance = 2.491247 particles^2
BCS particle-number spread = 1.578368 particles
norm squared of (Gamma^dagger)^3|0> = 35028.000000
level: e_2 without it, AGP n_k, n_k - v_k^2 (dimensionless)
  1: 35.519232  0.984277  +0.020039
  2: 85.750193  0.961348  +0.045322
  3: 313.514708  0.843569  +0.119962
  4: 398.485292  0.156431  -0.119962
  5: 410.249807  0.038652  -0.045322
  6: 412.480768  0.015723  -0.020039
sum of AGP n_k = 3.000000 pairs
levels 3 and 4 (dimensionless):
  A_1 = 38.000000, A_2 = 299.000000
  pair transfer: AGP 0.307297, BCS 0.200000
  joint occupation: AGP 0.039054, BCS 0.200000
  AGP covariance = -0.092906
  AGP -n_3(1-n_3) = -0.131961
```
